# Image-charge shift of an oxide core level, with its first correction

## Definitions and conventions

Silicon fills the half-space $z<0$ and SiO2 fills $z>0$. The boundary is flat. Photoemission leaves a core hole, treated as a point charge $+e$, in the oxide at $z=d$. The binding energy is the energy of the system with the hole, the photoelectron being far away, minus the energy of the initial system.

The shift $W(d)$ is the binding energy at distance $d$ minus that of the same level deep in thick oxide. Band offset, fixed charge, chemical environment and energy reference are held equal in this comparison, so $W$ contains only the response of the boundary to the hole. A negative $W$ means a lower binding energy.

The relative permittivities are $\epsilon_o=2.1$ for the oxide and $\epsilon_s=11.7$ for silicon. Both describe the electronic response with the nuclei at rest. Lengths are in nm, energies in eV, and

$$C=\frac{e^2}{4\pi\varepsilon_0}=1.440\ \text{eV nm}.$$

Two lengths in silicon set the regime: a short screening length $1/\kappa$, over which valence electrons build up their response, and the Debye length $\lambda_D$ of free carriers. The leading result holds for $d\gg1/\kappa$; if the free carriers follow the hole, it also needs $d\ll\lambda_D$. The first correction is of relative order $1/(\kappa d)$.

## Leading order: the image charge

In the oxide, try the potential of the hole plus an image $q'$ at $z=-d$. In silicon, try a charge $q''$ at $z=+d$. With $R_\pm$ the distance from the point $z=\pm d$,

$$\phi_{ox}=\frac{1}{4\pi\varepsilon_0\epsilon_o}\left(\frac{e}{R_+}+\frac{q'}{R_-}\right),\qquad
\phi_{Si}=\frac{q''}{4\pi\varepsilon_0\epsilon_s R_+}.$$

At $z=0$ the two distances are equal, $R_+=R_-=R$. Continuity of the potential gives

$$\frac{e+q'}{\epsilon_o}=\frac{q''}{\epsilon_s}.$$

There $\partial_z(1/R_+)=d/R^3$ and $\partial_z(1/R_-)=-d/R^3$. Continuity of $\epsilon\,\partial_z\phi$, the normal displacement up to a constant, gives $e-q'=q''$. Eliminating $q''$,

$$\epsilon_s(e+q')=\epsilon_o(e-q')\quad\Rightarrow\quad
q'=-g_0e,\qquad g_0=\frac{\epsilon_s-\epsilon_o}{\epsilon_s+\epsilon_o}.$$

The image is negative because silicon is the more polarizable side. It lies $2d$ from the hole, where it produces the potential

$$\phi_{ind}=-\frac{g_0e}{4\pi\varepsilon_0\epsilon_o\,2d}.$$

To find the energy, charge the hole gradually from $0$ to $e$. At charge $\eta e$ the induced potential is $\eta\phi_{ind}$, since the response is linear. The work is

$$W=\int_0^1 (\eta\phi_{ind})\,e\,d\eta=\tfrac12e\phi_{ind}.$$

The hole's polarization of uniform oxide is the same at every depth and cancels in $W$. Therefore

$$W_0(d)=-\frac{C}{4\epsilon_od}\,g_0 .$$

For $d=0.5$ nm, $g_0=9.6/13.8=0.6957$, and

$$W_0=-\frac{1.440}{4(2.1)(0.5)}(0.6957)=-0.3428\times0.6957=-0.2385\ \text{eV}.$$

Silicon screening thus lowers the binding energy by about 0.24 eV in the local dielectric model. The induced potential is $-0.477$ V; the factor one half turns it into the energy.

## Why the electronic permittivity is used

A fast and a slow response affect a spectrum differently. Represent either by one oscillator of quantum $\hbar\omega$, with the zero of energy at the vertical transition, where the oscillator has not yet moved:

$$H=\hbar\omega\,a^\dagger a+\sqrt{\Lambda\hbar\omega}\,(a+a^\dagger).$$

With $S=\Lambda/\hbar\omega$ and $b=a+\sqrt S$, completing the square gives $H=\hbar\omega\,b^\dagger b-\Lambda$. The relaxed state lies at $-\Lambda$. The initial state obeys $a|0\rangle=0$, hence $b|0\rangle=\sqrt S|0\rangle$. It is a coherent state of $b$, so the line with $n$ quanta has weight $e^{-S}S^n/n!$. The mean energy is $S\hbar\omega-\Lambda=0$, and the rms width is $\sqrt S\,\hbar\omega$.

For the electronic response to the boundary, take $\Lambda=0.2385$ eV and a rough quantum of 10 eV. Then $S=0.024$, and the relaxed line carries a weight of 0.976. It is well separated from its satellites, so the main peak shows the full electronic shift.

For the lattice, take the round values $\Lambda=1$ eV and $\hbar\omega=0.1$ eV. Then $S=10$, and the relaxed line has weight $4.5\times10^{-5}$. The closely spaced lines merge into a peak centred near the vertical energy, with an rms width of 0.32 eV. The peak position therefore corresponds to nuclei at rest.

If the rough static value 3.9 replaced 2.1 at the same distance, the formula would give $-0.092$ eV. That describes a shift between fully relaxed lattices, not between the peaks considered here.

## The boundary seen by one wave number

The correction requires a silicon response that depends on wavelength. Resolve the potential into waves of in-plane wave number $k$. The hole alone gives the amplitude $A e^{-k|z-d|}$, with $A=e/(2\varepsilon_0\epsilon_ok)$. In the oxide the boundary adds a reflected part:

$$\phi_k=A\left[e^{-k|z-d|}+r\,e^{-k(z+d)}\right].$$

In local silicon $\phi_k\propto e^{kz}$, and so $D_z=-\varepsilon_0\epsilon_sk\phi_k$ at the boundary. For a general response, define a surface permittivity $\epsilon(k)$ by the same relation, $D_z=-\varepsilon_0\epsilon(k)k\phi_k$ at $z=0$. Just inside the oxide,

$$\phi_k=Ae^{-kd}(1+r),\qquad D_z=-\varepsilon_0\epsilon_ok\,Ae^{-kd}(1-r).$$

Matching gives $\epsilon_o(1-r)=\epsilon(k)(1+r)$, hence

$$r=-g(k),\qquad g(k)=\frac{\epsilon(k)-\epsilon_o}{\epsilon(k)+\epsilon_o}.$$

The induced potential at the hole is the sum over waves, $\int_0^\infty (k\,dk/2\pi)\,A\,r\,e^{-2kd}$. The factor $k$ cancels the $1/k$ in $A$, and $W=\frac12e\phi_{ind}$ becomes

$$W(d)=-\frac{C}{2\epsilon_o}\int_0^\infty g(k)\,e^{-2kd}\,dk .$$

A constant $g_0$ returns $W_0$, because the integral is then $g_0/(2d)$. The exponential selects $k$ of order $1/(2d)$, which is 1 nm$^{-1}$ here. Large distance therefore probes small $k$.

## Short-range screening in silicon

Assume that electrons reflect specularly at the silicon surface. The silicon potential can then be continued evenly into a fictitious infinite crystal with a charge sheet of amplitude $\sigma$ at $z=0$. With $q^2=k^2+q_z^2$, Poisson's equation gives $\varepsilon_0\epsilon_b(q)q^2\phi(q)=\sigma$, where $\epsilon_b(q)$ is the bulk dielectric function. By symmetry half the flux leaves on each side, so $D_z(0^-)=-\sigma/2$. The definition of $\epsilon(k)$ then gives

$$\frac1{\epsilon(k)}=\frac{2\varepsilon_0k\phi(z=0)}{\sigma}
=\frac{2k}{\pi}\int_0^\infty\frac{dq_z}{q^2\epsilon_b(q)}.$$

For the bulk, use the interpolation

$$\epsilon_b(q)=1+\left[\frac1{\epsilon_s-1}+\frac{q^2}{q_{TF}^2}\right]^{-1}.$$

It equals $\epsilon_s$ at $q=0$ and becomes Thomas–Fermi screening when $\epsilon_s\to\infty$. It is a model, not a computed silicon response. The oxide is kept local here, although its own short-range screening gives a correction of the same order in $1/d$. Inverting it,

$$\frac1{\epsilon_b(q)}=1-\frac{q_{TF}^2}{q^2+\kappa^2},\qquad
\kappa^2=q_{TF}^2\frac{\epsilon_s}{\epsilon_s-1}.$$

Now use $1/[q^2(q^2+\kappa^2)]=\kappa^{-2}[1/q^2-1/(q^2+\kappa^2)]$ and $\int_0^\infty dq_z/(q_z^2+a^2)=\pi/(2a)$. Since $q_{TF}^2/\kappa^2=1-1/\epsilon_s$,

$$\frac1{\epsilon(k)}=1-\left(1-\frac1{\epsilon_s}\right)\left(1-\frac{k}{\sqrt{k^2+\kappa^2}}\right)
=\frac1{\epsilon_s}+\left(1-\frac1{\epsilon_s}\right)\frac{k}{\sqrt{k^2+\kappa^2}} .$$

The screening wave number follows from the valence density. Eight atoms with four electrons each in a cube of side 0.543 nm give $n=199.9$ nm$^{-3}$. Then $k_F=(3\pi^2n)^{1/3}=18.09$ nm$^{-1}$. The Thomas–Fermi relation for a free-electron gas, $q_{TF}^2=4k_F/(\pi a_0)$ with $a_0$ the Bohr radius, gives $q_{TF}=20.86$ nm$^{-1}$. Hence $\kappa=20.86\sqrt{11.7/10.7}=21.8$ nm$^{-1}$ and $\kappa d=10.9$.

## The first correction

Write $u=\epsilon_o/\epsilon(k)$, so that $g=(1-u)/(1+u)$. For $k\ll\kappa$,

$$u=u_0+B\frac k\kappa+O(k^3/\kappa^3),\qquad u_0=\frac{\epsilon_o}{\epsilon_s},\qquad
B=\epsilon_o\left(1-\frac1{\epsilon_s}\right).$$

Since $dg/du=-2/(1+u)^2$ and $d^2g/du^2=4/(1+u)^3$,

$$g=g_0-\frac{2B}{(1+u_0)^2}\frac k\kappa+\frac{2B^2}{(1+u_0)^3}\frac{k^2}{\kappa^2}+\dots$$

The integrals of $1$, $k$ and $k^2$ with $e^{-2kd}$ are $1/(2d)$, $1/(4d^2)$ and $1/(4d^3)$. Term by term,

$$W=-\frac{C}{4\epsilon_od}\left[g_0-\frac{B}{(1+u_0)^2}\frac1{\kappa d}
+\frac{B^2}{(1+u_0)^3}\frac1{(\kappa d)^2}+\dots\right].$$

Here $u_0=0.1795$ and $B=1.921$. The first correction in the bracket is $1.921/(1.391\times10.9)=0.127$. It changes the shift by $+0.3428\times0.127=+0.043$ eV, giving $-0.195$ eV. The next term is $3.69/(1.641\times119)=0.019$, or $-0.0065$ eV, giving $-0.202$ eV.

Numerical quadrature of the full integral in the same model gives $-0.2006$ eV, a change of $+0.038$ eV from leading order. The first correction thus has the right sign and overshoots this change by about 0.005 eV.

The correction has a geometrical reading. To first order it replaces $d$ by $d+\delta$ in $W_0$, with

$$\delta=\frac{B}{(1+u_0)^2g_0\kappa}=\frac{1.921}{1.391\times0.6957\times21.8}=0.09\ \text{nm}.$$

With a local oxide, the effective image plane lies this far inside silicon. The shift arises because the screening charge has a finite depth, but it is not equal to that depth. The centroid of silicon's screening charge lies at $1/\kappa=0.046$ nm, while $\delta\kappa=\epsilon_o\epsilon_s(\epsilon_s-1)/(\epsilon_s^2-\epsilon_o^2)=1.98$ depends on both permittivities. If the oxide is given the same kind of interpolation and a specular surface, with a valence density of 352 nm$^{-3}$, $\delta$ grows to about 0.13 nm and the shift at 0.5 nm becomes $-0.188$ eV. The expansion already fails near $d=0.1$ nm, about twice $1/\kappa$: with a local oxide, the first-order result there is $-0.11$ eV, while the full integral gives $-0.55$ eV. The local formula diverges only as $d\to0$, where the continuum picture has already lost its meaning.

## The opposite limit: free carriers

For mobile, nondegenerate carriers in linear response, $\epsilon_b(q)=\epsilon_s[1+1/(q\lambda_D)^2]$. The surface integral now contains $1/[\epsilon_s(q^2+\lambda_D^{-2})]$, and

$$\epsilon(k)=\epsilon_s\frac{\sqrt{k^2+\lambda_D^{-2}}}{k}.$$

At $d\gg\lambda_D$ the relevant $k\lambda_D$ is small, $\epsilon(k)\approx\epsilon_s/(k\lambda_D)$, and $g\approx1-2\epsilon_ok\lambda_D/\epsilon_s$. Integration gives

$$W\approx-\frac{C}{4\epsilon_od}\left[1-\frac{\epsilon_o}{\epsilon_s}\frac{\lambda_D}{d}\right].$$

Silicon then acts as a metal, provided that the carriers have time to respond. A perfect metal at 0.5 nm would give $-0.343$ eV.

For $10^{18}$ cm$^{-3}$ carriers at 300 K, $\lambda_D=\sqrt{\varepsilon_0\epsilon_sk_BT/(e^2n_c)}=4.09$ nm, where $n_c$ is the carrier density. The example therefore lies in the near regime. Quadrature with this $\epsilon(k)$ changes the local shift by $-0.017$ eV if the carriers follow fully. This is a size estimate, not a bound: before the carriers respond, the hole's potential at the nearest point of silicon is $1.440\times1.696/(11.7\times0.5)=0.42$ V, far above $k_BT/e\approx0.026$ V, so linear Debye screening is poor there. A sphere of radius $\lambda_D$ also holds only about 0.3 carriers on average, so even a smooth carrier density is a rough picture. By the oscillator argument above, these carriers are a slow response: with a conductivity mass of about $0.26\,m_e$ their plasma quantum is about 0.02 eV, smaller than the lattice quantum and far below the line width. In that model the peak stays near the vertical energy, so at this density the carrier term and the metallic limit describe the relaxed energy rather than the peak position.

## A thin film with a vacuum surface

Let the oxide have thickness $t$, with $s=t-d$ the distance from the hole to vacuum. The local reflection factors are $r_1=-g_0$ at silicon and $r_2=(\epsilon_o-1)/(\epsilon_o+1)=0.355$ at vacuum. One reflection contributes $r_1e^{-2kd}$ or $r_2e^{-2ks}$. Two reflections, in either order, contribute $2r_1r_2e^{-2kt}$. Each further round trip multiplies by $r_1r_2e^{-2kt}$. Integrating each exponential over $k$ gives

$$W=\frac{C}{4\epsilon_o}\sum_{n=0}^\infty(r_1r_2)^n
\left[\frac{r_1}{d+nt}+\frac{r_2}{s+nt}+\frac{2r_1r_2}{(n+1)t}\right].$$

For $t=2$ nm the sum is $-0.229$ eV at $d=0.5$ nm and $+0.006$ eV at $d=1.5$ nm. At the second position the single reflections give $+0.122$ eV from vacuum and $-0.080$ eV from silicon. The multiple reflections add about $-0.036$ eV and bring the sum close to zero. The difference between the two positions is $-0.235$ eV.

## Reading the result for band alignment

In thick oxide the local shift at 1.5 nm is $-0.0795$ eV. Between 0.5 and 1.5 nm the binding energy therefore rises by 0.159 eV. Read as an electrostatic potential difference, this would imply an oxide field of 1.59 MV/cm, although the initial state has no field.

Suppose a valence-band offset is inferred from an oxide core level at 0.5 nm, using the core-to-valence separation of deep oxide. The oxide valence edge then appears 0.24 eV too shallow, and the offset is too small by that amount. A hole 0.5 nm inside silicon has the permittivities interchanged:

$$W=+\frac{1.440}{4(11.7)(0.5)}(0.6957)=+0.043\ \text{eV}.$$

If the silicon reference level also comes from that depth, the error in the offset grows to 0.28 eV. Both values use the local model without a vacuum surface. With short-range screening in both materials, in the model above, the combined error is about 0.23 eV instead of 0.28 eV.

A real boundary is not perfectly sharp: the composition changes over a few tenths of a nm. Moving the boundary by 0.1 nm changes the local result to $-0.298$ eV at $d=0.4$ nm or $-0.199$ eV at $d=0.6$ nm. A gradual boundary can also matter when its midpoint stays fixed, but the effect depends on the profile. If the permittivity changes linearly over 0.4 nm, the local result at $d=0.5$ nm becomes $-0.301$ eV; if its inverse changes linearly instead, the result is $-0.240$ eV, almost the same as for a sharp boundary. Apart from this last case, the changes are comparable with the short-range correction or larger. Silicon atoms in the transition layer also have chemical shifts, roughly 1 eV per oxidation step, which must be separated before the image shift can be read. With these limits, 0.24 eV is the local estimate, and about 0.20 eV is the value when silicon's short-range screening is included in the model above. With a local oxide, interpolations of the Penn, Resta and Cappellini types for silicon give magnitudes between about 0.18 and 0.20 eV, depending on the form chosen. Short-range screening in the oxide, in the model above, reduces the magnitude by about 0.01 eV.
